# Schwartz's partial-wave increment and inverse-cube extrapolation for second-order helium: test program

```python
"""Partial-wave increments of the second-order energy of helium-like ions.

Result under test, with lam = l + 1/2:
    E_l = -(45/256) lam^-4 + (225/1024) lam^-6 + O(lam^-8),
    E(L) - E2 = (15/256) (L+1)^-3 - (75/1024) (L+1)^-5 + O((L+1)^-7).
Lengths are in bohr/Z; E2 is in hartree and independent of Z.
r1, r2: distances from the nucleus; r12: electron separation.
psi0 = exp(-r1-r2)/pi; E_l: part of E2 from relative angular momentum l;
E(L): sum of E_l up to L.  T, S: closed cusp terms; U: remainder bound.
W = (r1+r2)(1-cos(theta))/r12 is the source left after the cusp is removed.
Trial functions are written p*psi0.  Since psi0 solves the unperturbed
equation, the energy form of p needs only gradients of p, weighted by psi0^2.
With s = r1+r2, both energy forms split into integrals over s and over shape.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, eval_jacobi, eval_legendre, zeta

A4 = 45 / 256
A6 = 225 / 1024

z_nodes, z_weights = np.polynomial.laguerre.laggauss(40)
s_nodes = z_nodes / 2
s_weights = z_weights / 2 * s_nodes**5  # includes exp(-2s)
x_nodes, x_weights = np.polynomial.legendre.leggauss(80)
t_nodes = (x_nodes + 1) / 2
t_weights = x_weights / 2 * t_nodes**2 / (1 + t_nodes)**6


def gram(f, weight, g):
    """Matrix of weighted integrals of products of tabulated functions."""
    return (f * weight) @ g.T


def radial_table(size, vanishing, s):
    """Functions of s and their derivatives; optional factor s."""
    values, slopes = [], []
    for n in range(size):
        v = eval_genlaguerre(n, 5, 2 * s)
        d = -2 * eval_genlaguerre(n - 1, 6, 2 * s) if n else np.zeros_like(s)
        values.append(s * v if vanishing else v)
        slopes.append(v + s * d if vanishing else d)
    return np.array(values), np.array(slopes)


def ratio_table(size, l, t):
    """Functions of t = r2/r1 behaving as t^l, and their derivatives."""
    values, slopes = [], []
    for k in range(size):
        x = 2 * t - 1
        v = eval_jacobi(k, 0, 2 * l, x)
        d = ((k + 2 * l + 1) * eval_jacobi(k - 1, 1, 2 * l + 1, x)
             if k else np.zeros_like(t))
        values.append(t**l * v)
        slopes.append(l * t**(l - 1.0) * v + t**l * d)
    return np.array(values), np.array(slopes)


def minimize(form, source):
    """Minimum of 2*source.c + c.form.c, and the minimizing c."""
    scale = 1 / np.sqrt(np.diag(form))
    scaled = form * scale[:, None] * scale[None, :]
    c = -scale * np.linalg.solve(scaled, scale * source)
    return source @ c, c


# ---- Variational solution of each radial pair equation (r2 < r1) ----
norm = 32 * s_weights.sum() * t_weights.sum()
E1 = 32 * np.sum(s_weights / s_nodes) * np.sum(t_weights * (1 + t_nodes))
assert abs(norm - 1) < 1e-11
assert abs(E1 - 5 / 8) < 1e-11
RADIAL, RATIO = 24, 14


def solve_pair(l):
    R, dR = radial_table(RADIAL, l > 0, s_nodes)
    Q, dQ = ratio_table(RATIO, l, t_nodes)
    t, wt, s, ws = t_nodes, t_weights, s_nodes, s_weights
    mixed = np.kron(gram(dR, ws / s, R),
                    0.5 * gram(Q, wt * (1 - t) * (1 + t), dQ))
    shape = 0.5 * gram(dQ, wt * (1 + t**2) * (1 + t)**2, dQ)
    shape += l * (l + 1) / 2 * gram(Q, wt * (1 + t)**2 * (1 + t**-2.0), Q)
    inverse_square = gram(R, ws / s**2, R)
    form = (np.kron(gram(dR, ws, dR), gram(Q, wt, Q)) + mixed + mixed.T
            + np.kron(inverse_square, shape))
    source = np.kron(R @ (ws / s), Q @ (wt * t**l * (1 + t)))
    overlap = np.kron(inverse_square, gram(Q, wt * (1 + t)**2 / t, Q))
    if l == 0:  # subtract E1; the constant function is psi0 itself
        source = source - E1 * np.kron(R @ ws, Q @ wt)
        form, source, overlap = form[1:, 1:], source[1:], overlap[1:, 1:]
    energy, coefficients = minimize(form, source)
    return 32 / (2 * l + 1) * energy, coefficients, form, overlap


LMAX = 20
increments = np.zeros(LMAX + 1)
lowest_ratio = {}
for l in range(LMAX + 1):
    increments[l], coeff, form, overlap = solve_pair(l)
    if l in (1, 2, 5):
        lowest_ratio[l] = eigh(form, overlap, eigvals_only=True)[0]
        assert lowest_ratio[l] >= l * l + l - 1
    if l == 10:
        p_point = np.kron(radial_table(RADIAL, True, np.array([2.0]))[0][:, 0],
                          ratio_table(RATIO, l, np.array([1.0]))[0][:, 0])
        cusp_part = 0.5 * (1 / (2 * l + 3) - 1 / (2 * l - 1))
        cusp_ratio = (coeff @ p_point) / cusp_part
        assert abs(cusp_ratio - 1) < 2 / (l + 0.5)**2


# ---- Total E2 without partial waves, using r12 explicitly ----
# Shape variables: sigma = r12/s and tau = (r1-r2)/s, with |tau| < sigma < 1.
def total_second_order(radial_size, shape_degree):
    q, w = np.polynomial.legendre.leggauss(24)
    sigma, kappa = [g.ravel() for g in np.meshgrid(
        (q + 1) / 2, q, indexing="ij")]
    tau = sigma * kappa
    area = np.outer(w / 2, w).ravel() * sigma**2 * (1 - tau**2)
    assert abs(s_weights.sum() * area.sum() - 1) < 1e-11
    G, G_sigma, G_tau = [], [], []
    for b in range(0, shape_degree + 1, 2):  # even in tau: singlet
        pb = Legendre.basis(b)
        for a in range(shape_degree + 1 - b):
            pa = Legendre.basis(a)
            G.append(pa(2 * sigma - 1) * pb(tau))
            G_sigma.append(2 * pa.deriv()(2 * sigma - 1) * pb(tau))
            G_tau.append(pa(2 * sigma - 1) * pb.deriv()(tau))
    # Put the constant first, so that it can be removed.
    G, Gu, G_tau = map(np.array, (G, G_sigma, G_tau))
    # Gradient components along r1, r2, r12: dR*(G,G,0) + (R/s)*(B1,B2,Gu).
    dilation = sigma * Gu + tau * G_tau
    B1, B2 = G_tau - dilation, -G_tau - dilation
    cos1 = (tau + sigma**2) / ((1 + tau) * sigma)
    cos2 = (-tau + sigma**2) / ((1 - tau) * sigma)
    first = 0.5 * (gram(G, area, B1 + B2) + gram(G, area * (cos1 + cos2), Gu))
    cross = gram(B1, area * cos1, Gu) + gram(B2, area * cos2, Gu)
    second = 0.5 * (gram(B1, area, B1) + gram(B2, area, B2)
                    + 2 * gram(Gu, area, Gu) + cross + cross.T)
    R, dR = radial_table(radial_size, False, s_nodes)
    mixed = np.kron(gram(dR, s_weights / s_nodes, R), first)
    form = (np.kron(gram(dR, s_weights, dR), gram(G, area, G))
            + mixed + mixed.T
            + np.kron(gram(R, s_weights / s_nodes**2, R), second))
    source = (np.kron(R @ (s_weights / s_nodes), G @ (area / sigma))
              - 5 / 8 * np.kron(R @ s_weights, G @ area))
    return minimize(form[1:, 1:], source[1:])[0], len(source) - 1


E2_small, count_small = total_second_order(20, 10)
E2, count = total_second_order(24, 12)
assert abs(E2 - E2_small) < 1e-7, (E2_small, E2, increments.sum())

# ---- Exact source left by the cusp function, by finite differences ----
point = np.array([0.7, 0.2, -0.4, -0.3, 0.8, 0.5])


def psi0(v):
    return np.exp(-np.linalg.norm(v[:3]) - np.linalg.norm(v[3:])) / np.pi


def cusp_function(v):
    return 0.5 * np.linalg.norm(v[:3] - v[3:]) * psi0(v)


step = 1e-3
laplacian = sum((cusp_function(point + step * e) + cusp_function(point - step * e)
                 - 2 * cusp_function(point)) / step**2 for e in np.eye(6))
n1, n2 = np.linalg.norm(point[:3]), np.linalg.norm(point[3:])
n12 = np.linalg.norm(point[:3] - point[3:])
cosine = point[:3] @ point[3:] / (n1 * n2)
left = -0.5 * laplacian + (1 - 1 / n1 - 1 / n2) * cusp_function(point)
W_point = (n1 + n2) * (1 - cosine) / n12
right = (-1 / n12 + 0.5 * W_point) * psi0(point)
assert abs(left - right) < 1e-5

# ---- Legendre components by angular quadrature ----
for l in (1, 3, 6):
    ra, rb = 1.3, 0.8
    ratio = rb / ra
    distance = np.sqrt(ra**2 + rb**2 - 2 * ra * rb * x_nodes)
    projector = (2 * l + 1) / 2 * x_weights * eval_legendre(l, x_nodes)
    a = ratio**2 / (2 * l + 3) - 1 / (2 * l - 1)
    b = a - (1 - ratio)**2
    assert abs(projector @ (1 / distance) - ratio**l / ra) < 1e-10
    assert abs(projector @ distance - ra * ratio**l * a) < 1e-10
    w_angle = (ra + rb) * (1 - x_nodes) / distance
    assert abs(projector @ w_angle
               - (1 + ratio) * ratio**(l - 1) * b / 2) < 1e-10

# ---- Closed cusp terms and the rigorous two-sided bound ----
fine_x, fine_w = np.polynomial.legendre.leggauss(160)
fine_t, fine_tw = (fine_x + 1) / 2, fine_w / 2


def cusp_terms(l):
    t = fine_t
    a = t**2 / (2 * l + 3) - 1 / (2 * l - 1)
    b = a - (1 - t)**2
    m = fine_tw / (1 + t)**6
    T = 30 / (2 * l + 1) * np.sum(m * t**(2 * l + 2) * a)
    S = 22.5 / (2 * l + 1) * np.sum(m * t**(2 * l + 1) * a * b)
    U = (315 / 8 / ((2 * l + 1) * (l * l + l - 1))
         * np.sum(m * t**(2 * l + 1) * b * b))
    return T, S, U


for l in range(1, LMAX + 1):
    T, S, U = cusp_terms(l)
    assert T + S - U < increments[l] < T + S

# Coefficients at large l, extracted from the integrals themselves.
far = np.array([40, 60, 90])
far_lam = far + 0.5
far_terms = np.array([cusp_terms(int(l)) for l in far])
vandermonde = np.vander(far_lam**-2, 3, increasing=True)
T_series = np.linalg.solve(vandermonde, far_lam**4 * far_terms[:, 0])
S_series = np.linalg.solve(vandermonde, far_lam**6 * far_terms[:, 1])
U_series = np.linalg.solve(vandermonde, far_lam**8 * far_terms[:, 2])
assert abs(T_series[0] + A4) < 1e-6
assert abs(T_series[1] + A4 * 5 / 8) < 1e-3
assert abs(S_series[0] - A4 * 15 / 8) < 1e-4
assert abs(U_series[0] - 4095 / 4096) < 1e-3

# The solved increments obey the two-term law at large l.
lam = LMAX + 0.5
assert abs(lam**4 * increments[LMAX] + A4 - A6 / lam**2) < 1e-5

# ---- Truncation error and extrapolation ----
partial = np.cumsum(increments)
tail = -A4 * zeta(4, LMAX + 1.5) + A6 * zeta(6, LMAX + 1.5)
assert abs(partial[-1] + tail - E2) < 1e-7
edge = 11.0
assert abs(zeta(4, edge + 0.5) - edge**-3 / 3 + edge**-5 / 6) < edge**-7


def error_law(L):
    n = L + 1.0
    return 15 / 256 / n**3, 15 / 256 / n**3 - 75 / 1024 / n**5


assert abs(partial[10] - E2 - error_law(10)[1]) < 1e-7


def extrapolate(L1, L2, shift=1):
    c1, c2 = (L1 + shift)**3, (L2 + shift)**3
    return (c2 * partial[L2] - c1 * partial[L1]) / (c2 - c1)


def predicted_residual(L1, L2):
    m1, m2 = L1 + 1.0, L2 + 1.0
    return -75 / 1024 * (m2**-2 - m1**-2) / (m2**3 - m1**3)


residual = extrapolate(9, 10) - E2
assert abs(residual - predicted_residual(9, 10)) < (
    0.2 * predicted_residual(9, 10) + 2e-8)
assert abs(extrapolate(3, 4) - E2) < abs(extrapolate(3, 4, 0) - E2)
assert abs(extrapolate(3, 4) - E2) < abs(partial[4] - E2)

# ---- Output ----
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"first-order coefficient E1 = {E1:.6f} hartree (per unit Z)")
print(f"E2 with explicit r12, {count_small} functions = {E2_small:.9f} hartree")
print(f"E2 with explicit r12, {count} functions = {E2:.9f} hartree")
print(f"E2 converted = {E2 * hartree_ev:.5f} eV")
print(f"E2 from l=0..20 plus two-term tail = {partial[-1] + tail:.9f} hartree")
print(f"leading increment coefficient 45/256 = {A4:.8f} hartree")
print(f"next increment coefficient 225/1024 = {A6:.8f} hartree")
print(f"inverse-cube coefficient 15/256 = {15 / 256:.8f} hartree")
print(f"inverse-fifth coefficient 75/1024 = {75 / 1024:.8f} hartree")
print(f"fitted T: lam^-4 {T_series[0]:.7f}, lam^-6 {T_series[1]:.6f} hartree")
print(f"fitted S: lam^-6 {S_series[0]:.6f} hartree")
print(f"fitted U: lam^-8 {U_series[0]:.5f} hartree")
print(f"psi1_l/(half r12_l psi0), l=10, r1=r2=1 bohr/Z: {cusp_ratio:.5f}")
for l, value in lowest_ratio.items():
    print(f"l={l}: lowest K/(1/(r1 r2)) = {value:.4f}, bound {l * l + l - 1}")
print(f"increment l=0: {increments[0]:.9f} hartree")
print("l, lower bound, E_l, upper bound, leading law (microhartree)")
for l in (1, 2, 3, 4, 5, 10, 20):
    T, S, U = cusp_terms(l)
    row = np.array([T + S - U, increments[l], T + S, -A4 / (l + 0.5)**4]) * 1e6
    print(f"{l:2d} " + " ".join(f"{v:13.5f}" for v in row))
print("l, -lam^4 E_l, 45/256 - (225/1024)/lam^2 (hartree)")
for l in (2, 5, 10, 20):
    q = l + 0.5
    print(f"{l:2d} {-q**4 * increments[l]:.6f} {A4 - A6 / q**2:.6f}")
print("L, E(L) (hartree); error, cube law, two-term law (microhartree)")
for L in (1, 2, 3, 4, 9, 10, 20):
    one, two = error_law(L)
    print(f"{L:2d} {partial[L]:.8f} {(partial[L] - E2) * 1e6:10.3f} "
          f"{one * 1e6:10.3f} {two * 1e6:10.3f}")
print("two-point extrapolation: L pair, E2 estimate (hartree),")
print("  error, predicted error (microhartree)")
for pair in ((2, 3), (3, 4), (9, 10)):
    estimate = extrapolate(*pair)
    print(f"{pair} {estimate:.8f} {(estimate - E2) * 1e6:.3f} "
          f"{predicted_residual(*pair) * 1e6:.3f}")
wrong = (extrapolate(3, 4, 0) - E2) * 1e6
print(f"pair (3, 4) with L^-3 instead of (L+1)^-3: error {wrong:.3f} microhartree")
print("done: every assertion held")
```

Printed output:

```
first-order coefficient E1 = 0.625000 hartree (per unit Z)
E2 with explicit r12, 719 functions = -0.157666429 hartree
E2 with explicit r12, 1175 functions = -0.157666429 hartree
E2 converted = -4.29032 eV
E2 from l=0..20 plus two-term tail = -0.157666429 hartree
leading increment coefficient 45/256 = 0.17578125 hartree
next increment coefficient 225/1024 = 0.21972656 hartree
inverse-cube coefficient 15/256 = 0.05859375 hartree
inverse-fifth coefficient 75/1024 = 0.07324219 hartree
fitted T: lam^-4 -0.1757813, lam^-6 -0.109863 hartree
fitted S: lam^-6 0.329590 hartree
fitted U: lam^-8 0.99976 hartree
psi1_l/(half r12_l psi0), l=10, r1=r2=1 bohr/Z: 0.99093
l=1: lowest K/(1/(r1 r2)) = 2.8299, bound 1
l=2: lowest K/(1/(r1 r2)) = 7.5726, bound 5
l=5: lowest K/(1/(r1 r2)) = 33.7295, bound 29
increment l=0: -0.125333831 hartree
l, lower bound, E_l, upper bound, leading law (microhartree)
 1 -131443.54002  -26495.16234   12717.17477  -34722.22222
 2   -4266.82176   -3906.13400   -3424.03155   -4500.00000
 3   -1092.15102   -1077.72887   -1043.29136   -1171.38692
 4    -407.48189    -406.09828    -401.23979    -428.66941
 5    -185.21274    -184.99537    -183.98346    -192.09753
10     -14.30357     -14.30292     -14.29676     -14.46157
20      -0.99237      -0.99237      -0.99234      -0.99531
l, -lam^4 E_l, 45/256 - (225/1024)/lam^2 (hartree)
 2 0.152583 0.140625
 5 0.169282 0.168518
10 0.173853 0.173788
20 0.175263 0.175258
L, E(L) (hartree); error, cube law, two-term law (microhartree)
 1 -0.15182899   5837.436   7324.219   5035.400
 2 -0.15573513   1931.302   2170.139   1868.731
 3 -0.15681286    853.573    915.527    844.002
 4 -0.15721895    447.475    468.750    445.312
 9 -0.15760855     57.880     58.594     57.861
10 -0.15762285     43.577     44.022     43.568
20 -0.15766012      6.309      6.327      6.309
two-point extrapolation: L pair, E2 estimate (hartree),
  error, predicted error (microhartree)
(2, 3) -0.15759931 67.122 96.227
(3, 4) -0.15764503 21.404 27.016
(9, 10) -0.15766606 0.366 0.384
pair (3, 4) with L^-3 instead of (L+1)^-3: error 151.133 microhartree
done: every assertion held
```
